# Gerischer's model of the 59 mV slope and the inverted region

Suppose a cathodic current at an n-type semiconductor electrode grows tenfold for every 59 mV. Read with the rule for metals, slope \(=kT\ln 10/(\alpha e)\), this gives a transfer coefficient \(\alpha=1\), as if the whole applied potential acted on the activation barrier. That conclusion is wrong: on an ideal semiconductor electrode none of it does. A second error follows. If potential were the driving force for electrons at the band edge, the Marcus inverted region, where more driving force means a slower reaction, should appear when the potential is swept far enough. While the surface stays depleted no such sweep shows it, yet the inverted region exists and can be reached by another route. Gerischer's model separates the two quantities that the metal rule mixes: how many electrons are available, and how fast each one reacts.

## Levels in the solution

Let \(q\) be the solvent coordinate, with \(q=0\) the equilibrium for the oxidised ion and \(q=1\) that for the reduced ion. For a classical harmonic solvent the free energies are

\[
G_{ox}=\lambda q^2,\qquad G_{red}=E^\circ+\lambda(q-1)^2 ,
\]

where \(\lambda\) is the reorganisation energy and \(E^\circ\) the redox level on the scale of electron energies. An electron that enters the ion at fixed \(q\) needs the energy

\[
E(q)=G_{red}-G_{ox}=E^\circ+\lambda-2\lambda q .
\]

Around an oxidised ion, \(q\) has the weight \(e^{-\lambda q^2/kT}\), so its mean is zero and \(\langle q^2\rangle=kT/2\lambda\). The acceptor level is therefore Gaussian, with mean \(E^\circ+\lambda\) and variance \(4\lambda^2\cdot kT/2\lambda=2\lambda kT\). Around a reduced ion \(q\) is centred on 1, which puts the donor level at \(E^\circ-\lambda\) with the same variance. Scaled to unit height,

\[
w_{ox}(E)=e^{-(E-E^\circ-\lambda)^2/4\lambda kT},\qquad
w_{red}(E)=e^{-(E-E^\circ+\lambda)^2/4\lambda kT}.
\]

With \(y=E-E^\circ\), the squares differ by \((y+\lambda)^2-(y-\lambda)^2=4\lambda y\), so

\[
\frac{w_{ox}}{w_{red}}=e^{(E-E^\circ)/kT}. \tag{1}
\]

Transfer conserves energy. For weak coupling, taken equal for all electrode levels, an electron at energy \(E\) reacts at a rate proportional to \(w_{ox}(E)\).

## The semiconductor: potential sets the number of electrons

Let \(E_{cs}\) be the conduction-band edge at the surface and \(\Delta=E_{cs}-E^\circ\). With density of states \(\rho\) and Fermi function \(f\), the forward current magnitude is

\[
j_c=e\,c_{ox}k_{max}\int_{E_{cs}}^\infty \rho(E)f(E)\,w_{ox}(E)\,dE .
\]

The ideal electrode has no surface states, and its potential change falls wholly in the space charge. The surface edge is then pinned relative to the solution, so \(\Delta\) is constant. If the surface is non-degenerate, \(f=e^{-(E-E_F)/kT}\). The Fermi energy enters as a common factor, which cancels from the ratio

\[
k_{et}(\Delta)=k_{max}\frac{\int\rho\, e^{-E/kT}w_{ox}\,dE}{\int\rho\, e^{-E/kT}dE},
\qquad j_c=e\,k_{et}(\Delta)\,n_s\,c_{ox}. \tag{2}
\]

Let \(V\) be the upward band bending. The surface edge lies \(eV\) above the bulk edge, and the bulk density equals the donor density \(N_d\). If the surface stays in equilibrium with the bulk,

\[
n_s=N_d\,e^{-eV/kT}.
\]

A more positive electrode potential \(U\) lowers \(E_F\) relative to the pinned edge, so \(dV=dU\) and

\[
\frac{d\log_{10}j_c}{dU}=-\frac{e}{kT\ln 10}.
\]

This is one decade per 59.16 mV at 298.15 K, and per 64.12 mV at 323.15 K. The slope contains neither \(\lambda\) nor \(\Delta\), because it is the Boltzmann law for \(n_s\).

The reverse current has \((1-f)w_{red}\) in place of \(f w_{ox}\), and \(c_{red}\) in place of \(c_{ox}\). Since \(f/(1-f)=e^{-(E-E_F)/kT}\), equation (1) gives

\[
\frac{f\,w_{ox}}{(1-f)\,w_{red}}=e^{(E_F-E^\circ)/kT}
\]

at every energy. The band is nearly empty, so \(1-f\approx1\) and the reverse current is a constant \(j_0\). For \(c_{ox}=c_{red}\) the net current is

\[
j=j_0\left[e^{(E_F-E^\circ)/kT}-1\right],
\]

the law of a diode. The net current has the 59 mV slope once \(E_F-E^\circ\) is several \(kT\).

## The inverted region

Let \(x=E-E_{cs}\), and take a parabolic band, \(\rho\propto\sqrt{x}\). The exponent in the numerator of (2) is

\[
-\frac{x}{kT}-\frac{(\Delta-\lambda+x)^2}{4\lambda kT}
=-\frac{(\Delta-\lambda)^2}{4\lambda kT}-\frac{x}{kT}\,\frac{\lambda+\Delta}{2\lambda}-\frac{x^2}{4\lambda kT}.
\]

The middle term collects \(1+(\Delta-\lambda)/2\lambda=(\lambda+\Delta)/2\lambda\). Thermal electrons have \(x\) of order \(kT\), which makes the last term of order \(kT/\lambda\); it is dropped. This step needs \((\lambda+\Delta)^2\gg\lambda kT\): for \(\lambda=0.8\) eV the result below is 4% high at \(\Delta=0.5\) eV and 11% high at \(\Delta=0\), and it diverges as \(\Delta\to-\lambda\) while the true rate stays finite. Within that range, the integral \(\int_0^\infty\sqrt{x}\,e^{-ax}dx\propto a^{-3/2}\) gives

\[
k_{et}\simeq k_{max}\left(\frac{2\lambda}{\lambda+\Delta}\right)^{3/2}e^{-(\Delta-\lambda)^2/4\lambda kT}. \tag{3}
\]

Setting the derivative of its logarithm to zero,

\[
-\frac{\Delta-\lambda}{2\lambda kT}-\frac{3}{2(\lambda+\Delta)}=0
\quad\Rightarrow\quad \Delta\simeq\lambda-\tfrac32kT .
\]

The shift is the mean thermal energy of the electrons above the edge. Beyond this maximum the mean electron energy lies above the most probable acceptor level, and once \(\Delta>\lambda\) the edge itself does. Electrons higher in the band then match even worse, and below the edge there is a gap. That is why the rate falls.

The coordinate of this fall is \(\Delta\), which a potential sweep leaves alone while the surface is depleted. (Deep in accumulation the band fills and the Helmholtz drop raises \(\Delta\), so the kinetic current can pass a maximum; for the values used below this happens far above the diffusion limit.) It is changed by choosing another redox couple, or by shifting the band edges through the charge on the surface.

## The metal: filled levels take over

On a metal the potential change falls in the Helmholtz layer, and all electrode levels move with \(E_F\). Let \(D=E_F-E^\circ\) be the drive and \(\varepsilon\) the energy measured from \(E_F\). For a flat density of states, filled to great depth, the rate relative to its plateau is

\[
k_m(D)=A\int_{-\infty}^{\infty}f(\varepsilon)\,w_{ox}(E^\circ+D+\varepsilon)\,d\varepsilon,\qquad A=(4\pi\lambda kT)^{-1/2}.
\]

Here \(\partial w_{ox}/\partial D=\partial w_{ox}/\partial\varepsilon\). Integration by parts, with vanishing end terms, gives

\[
\frac{dk_m}{dD}=A\int\left(-\frac{df}{d\varepsilon}\right)w_{ox}(E^\circ+D+\varepsilon)\,d\varepsilon>0 .
\]

The rate never falls in this model. The Marcus bell is still there, thermally smeared, as the derivative of the rate. Electrons at the Fermi level do become inverted when \(D>\lambda\), but electrons deeper by \(D-\lambda\) then match the acceptor maximum. At \(D=\lambda\), \(w_{ox}\) is even in \(\varepsilon\), and \(f(\varepsilon)+f(-\varepsilon)=1\) gives half the plateau.

The slope at \(D=0\) also follows from symmetry. The reverse rate is \(k_a(D)=A\int(1-f)w_{red}\,d\varepsilon\). Replacing \(\varepsilon\) by \(-\varepsilon\) turns \(1-f\) into \(f\), and \(w_{red}(E^\circ+D-\varepsilon)=w_{ox}(E^\circ-D+\varepsilon)\), so \(k_a(D)=k_m(-D)\). Equation (1) requires \(k_m(D)/k_a(D)=e^{D/kT}\). Hence

\[
\ln k_m(D)-\ln k_m(-D)=\frac{D}{kT}
\quad\Rightarrow\quad \left.\frac{d\ln k_m}{dD}\right|_{0}=\frac{1}{2kT}.
\]

This is a transfer coefficient of 1/2, or 118.3 mV per decade. For \(\lambda=0.8\) eV the slope has grown to 208 mV per decade at \(D=0.4\) eV. The metal's Tafel line bends because potential acts on the rate per electron; the semiconductor's stays straight because it acts on their number.

To confirm that depth of filling is the cause, let the filled band end at a depth \(W\). With a sharp Fermi edge,

\[
k=A\int_{D-W}^{D}w_{ox}(E^\circ+y)\,dy,\qquad
\frac{dk}{dD}=A\left[w_{ox}(E^\circ+D)-w_{ox}(E^\circ+D-W)\right].
\]

The bracket vanishes when \(D\) and \(D-W\) lie equally far from \(\lambda\), at \(D=\lambda+W/2\). With a thermal Fermi edge and \(\lambda=0.8\) eV, the computed maxima are at 1.051 eV for \(W=0.5\) eV and 1.305 eV for \(W=1.0\) eV, against estimates of 1.05 and 1.30 eV. So even a metal would show inversion if the drive could go far enough. For a deep band the maximum is very flat, and the rate falls visibly only when the bottom of the band comes close to the acceptor maximum, at a drive near \(\lambda+W\). A band several electronvolts deep puts that drive far away.

## Four couples at one potential

Take the following rough values, in the regime of n-type zinc oxide in water with outer-sphere couples: gap 3.3 eV, electron mass 0.25 of the free mass, permittivity 9, \(N_d=10^{16}\) cm⁻³, \(\lambda=0.8\) eV, \(k_{max}=10^{-17}\) cm⁴/s, and 10 mM oxidant, or \(6.02\times10^{18}\) cm⁻³. At \(V=0.30\) V and \(kT=25.69\) meV,

\[
n_s=10^{16}\,e^{-0.30/0.02569}=8.5\times10^{10}\ \text{cm}^{-3}.
\]

For \(\Delta=1.1\) eV, equation (3) gives

\[
k_{et}\simeq10^{-17}\left(\frac{1.6}{1.9}\right)^{3/2}e^{-0.09/0.0822}=2.6\times10^{-18}\ \text{cm}^4/\text{s},
\]

and the full average is \(2.5\times10^{-18}\). Multiplication by \(e\,n_s c_{ox}\) yields \(2.1\times10^{-7}\) A/cm². The table compares couples at the same electrode potential, with \(\lambda\), coupling and concentration held fixed. Its last column is a metal whose drive \(D\) equals \(\Delta\).

| \(\Delta\) (eV) | \(k_{et}\) (cm⁴/s) | \(j_c\) (A/cm²) | metal, rate/plateau |
|---|---|---|---|
| 0.5 | 4.4×10⁻¹⁸ | 3.6×10⁻⁷ | 0.075 |
| 0.8 | 9.7×10⁻¹⁸ | 8.0×10⁻⁷ | 0.500 |
| 1.1 | 2.5×10⁻¹⁸ | 2.1×10⁻⁷ | 0.925 |
| 1.4 | 7.7×10⁻²⁰ | 6.3×10⁻⁹ | 0.998 |

From 0.8 to 1.4 eV the semiconductor rate falls to 0.0079 of its value, while the metal's doubles. Yet each of the four couples has a forward slope of 59.16 mV per decade: a couple deep in the inverted region has a smaller current but the same straight line.

The first couple shows the limit set by the reverse current. With equal concentrations that current is \(4.6\times10^{-8}\) A/cm², and the forward one is larger by the factor \(e^{(E_F-E^\circ)/kT}=7.7\). Differentiating the diode law multiplies the slope by \(1-1/7.7\), so the net current changes by a decade per 52 mV there. For the other three couples the reverse current is negligible.

## Where the result bends or fails

**The valence band.** Its filled levels can play the part of the metal's deep levels. At \(\Delta=1.4\) eV and a gap of 3.3 eV, the valence edge lies 2.7 eV below the acceptor maximum and its contribution is negligible. With a gap of 1.1 eV, at the same \(n_s\) and coupling, the total kinetic current rises by a factor of \(3.2\times10^5\) between \(\Delta=0.8\) and 1.4 eV, and the inversion is lost; a measured current would reach the diffusion limit long before that. For these parameters, with a hole mass of 0.6, the gap must exceed about 2.1 eV to keep the valence current below 1% of the conduction current at \(\Delta=1.4\) eV. The threshold grows with band bending, from about 2.0 eV at \(V=0.15\) V to 2.4 eV at 0.6 V.

**The Helmholtz layer.** Let a fraction \(\gamma\) of each potential change fall there. An anodic step \(dU\) then raises \(V\) by \((1-\gamma)dU\) and lowers \(\Delta\) by \(\gamma e\,dU\). With \(\alpha=kT\,d\ln k_{et}/d\Delta\),

\[
d\ln j_c=-\frac{e\,dU}{kT}\left[1-\gamma(1-\alpha)\right],
\]

so the ideal slope is divided by the bracket. The two layers carry equal and opposite charge, hence \(\gamma=C_{sc}/(C_{sc}+C_H)\). To find \(C_{sc}\), write Poisson's equation for the local band bending \(v\):

\[
v''=\frac{eN_d}{\epsilon}\left(1-e^{-ev/kT}\right).
\]

Multiplying by \(2v'\) and integrating from the bulk, where \(v=v'=0\), gives the surface charge \(Q=\epsilon|v'|\):

\[
Q^2=2\epsilon eN_d\left[V-\frac{kT}{e}\left(1-e^{-eV/kT}\right)\right].
\]

Its derivative \(C_{sc}=dQ/dV\) is 0.048 µF/cm² at 0.30 V. Against \(C_H=20\) µF/cm², \(\gamma=0.24\%\). At \(\Delta=1.1\) eV, equation (3) gives \(\alpha=-0.21\), and the slope becomes 59.33 mV per decade.

**Tunnelling.** Electrons below the edge can cross the top of the depletion barrier, which is 173 nm wide at its base. A semiclassical estimate puts their current at 0.48 of the over-barrier current for \(\Delta=0.8\) eV and 0.73 for 1.4 eV. These shares are uncertain by a factor of about two, because they depend on how the electron wave ends at the surface. The share is larger in the inverted region because lower electrons match the acceptors better. In the same estimate the slope at \(\Delta=1.1\) eV moves to 60.06 mV per decade, and the inverted fall becomes shallower by \(1.73/1.48\approx1.17\). The estimate counts only the energy of motion normal to the surface. With that weighting the ratio without tunnelling is 0.0092 instead of 0.0079, and this is the value to compare with the printed 0.0108. The estimate also leaves the over-barrier current unchanged, which it need not be. Depending on how the wave ends at the surface, the slope lies between about 59.2 and 60.2 mV per decade and the fall is shallower by a factor between 1.01 and 1.2; if the wave simply continues through the surface, the total current changes by only 1 to 2%.

**Quantised vibrations.** These alter the inverted region more. Let 0.1 eV of \(\lambda\) belong to a ligand mode with a quantum of 0.2 eV. Each quantum left in the mode takes up 0.2 eV of the excess energy. For electrons at the band edge, the rate ratio between 1.4 and 0.8 eV is then 0.054, against \(e^{-0.36/0.0822}=0.0125\) for the classical solvent. The fall survives, but is about four times shallower.

**Supply and transport.** Electrons react with an effective velocity \(k_{max}c_{ox}=60\) cm/s, while thermal motion can supply them at \(5.4\times10^6\) cm/s, which supports the assumed surface equilibrium. For a rough diffusion coefficient of \(10^{-5}\) cm²/s and a layer of 0.01 cm, the solution limits the current to about \(10^{-3}\) A/cm². For the couple with \(\Delta=0.8\) eV, the kinetic current \(j_c\) would equal this limit some 180 mV cathodic of the chosen point. Because the oxidant is then depleted at the surface, the actual current there is only about half the limit, and the straight line bends before that point.

Set beside real zinc oxide, the gap, mass and permittivity are near the material's values; doping varies from crystal to crystal, and \(\lambda\) and \(k_{max}\) are rough orders for outer-sphere couples. One common \(\lambda\) for four couples is a simplification, since real couples differ. The assumption most exposed on a real surface is the absence of surface states. A change of \(10^{12}\) elementary charges per cm² shifts the edges by 8.0 mV. If that many states charged during each decade of current, the decade would take about \(59+8=67\) mV, with the change of \(k_{et}\) ignored; for the four couples above it would shift this value by up to about 3 mV. For couples like these, with \(\alpha\) well below 1, a slope near 59 mV per decade therefore supports pinned edges, but says nothing about whether the couple is normal or inverted. That requires \(k_{et}=j_c/(e\,n_s c_{ox})\) for several values of \(\Delta\). The numerical output below lists the values used here.

## Computed results

```
Temperature 298.15 K, kT 25.69 meV
lambda 0.80 eV, gap 3.3 eV, permittivity 9
Masses: electron 0.25, hole 0.60 m_e
Donors 1.0e+16 cm^-3, N_c 3.11e+18 cm^-3
k_max 1.0e-17 cm^4/s, c_ox 6.02e+18 cm^-3
Helmholtz capacitance 20 uF/cm^2
Bulk edge minus Fermi level 0.147 eV
Band bending 0.30 V, n_s 8.49e+10 cm^-3
Depletion width 173 nm
kT ln10/e 59.16 mV/decade
Delta 0.5 eV: slope 59.16 mV/dec, k_et 4.38e-18 cm^4/s
  forward j 3.59e-07 A/cm^2, reverse j 4.6e-08 A/cm^2
  closed-form k_et 4.57e-18 cm^4/s, metal rate/plateau 0.0746
Delta 0.8 eV: slope 59.16 mV/dec, k_et 9.72e-18 cm^4/s
  forward j 7.96e-07 A/cm^2, reverse j 8.7e-13 A/cm^2
  closed-form k_et 1.00e-17 cm^4/s, metal rate/plateau 0.5000
Delta 1.1 eV: slope 59.16 mV/dec, k_et 2.53e-18 cm^4/s
  forward j 2.08e-07 A/cm^2, reverse j 1.9e-18 A/cm^2
  closed-form k_et 2.59e-18 cm^4/s, metal rate/plateau 0.9254
Delta 1.4 eV: slope 59.16 mV/dec, k_et 7.66e-20 cm^4/s
  forward j 6.27e-09 A/cm^2, reverse j 5.0e-25 A/cm^2
  closed-form k_et 7.78e-20 cm^4/s, metal rate/plateau 0.9980
k_et peak at 0.7620 eV; lambda-1.5kT 0.7615 eV
k_et(1.4)/k_et(0.8) 0.0079
Metal slope at drive 0: 118.3 mV/decade
Metal slope at drive 0.4 eV: 208 mV/decade
Filled depth 0.5 eV: rate peaks at drive 1.051 eV
Filled depth 1.0 eV: rate peaks at drive 1.305 eV
Valence/conduction current, Delta 1.4 eV: 2.5e-29
Gap for 1% valence share, Delta 1.4 eV: 2.12 eV
Gap 1.1 eV: total(1.4)/total(0.8) 3.2e+05
Space-charge capacitance 0.0482 uF/cm^2
Helmholtz share of potential change 0.241 %
Slope with Helmholtz drop, Delta 1.1 eV: 59.33 mV/dec
Tunnelling energy E00 1.24 meV
Tunnel/over-barrier current, Delta 0.8 eV: 0.48
Tunnel/over-barrier current, Delta 1.4 eV: 0.73
Slope with tunnelling, Delta 1.1 eV: 60.06 mV/dec
Rate ratio 1.4/0.8 eV with tunnelling 0.0108
Vibration: quantum 0.2 eV, share of lambda 0.1 eV
Rate ratio 1.4/0.8 eV with vibration 0.0543
Degeneracy error of density at flat band 0.11 %
Surface field 0.033 MV/cm
Transfer velocity 60 cm/s, supply 5.4e+06 cm/s
Edge shift per 1e12 cm^-2 surface charges 8.0 mV
Diffusion limit (1e-5 cm^2/s, 0.01 cm) 9.6e-04 A/cm^2
Ideal slope at 323.15 K 64.12 mV/decade
```
